# Ripple wavelengths of a stressed surface under local evaporation and condensation

## The problem

A crystal fills the region below the surface \(z=h(x,t)\). When the surface is flat, the crystal carries a uniform stress \(\sigma_0\) along both in-plane directions \(x\) and \(y\), as a coherent film does on a substrate with a different lattice constant. The surface exchanges atoms with a vapour. An atom may leave or join at any point, and none moves along the surface.

The crystal is linearly elastic and isotropic, with Young modulus \(E\) and Poisson ratio \(\nu\), and is so deep that its lower end plays no part. The surface energy per area \(\gamma\) depends on neither orientation nor strain. Surface stress, which would load a curved surface with a small traction, is neglected; its main effect is to change the capillary term by a small multiple of the misfit strain, here a few per cent for a surface stress comparable to \(\gamma\). The vapour has a uniform chemical potential, set so that the flat surface neither grows nor shrinks. Film and substrate have the same elastic moduli, and the film is thick enough for wetting forces to be negligible.

The surface acquires a ripple of small slope, \(h=a(t)\cos kx\), with wavelength \(\lambda=2\pi/k\).

1. At which wavelength \(\lambda_n\) does the ripple neither grow nor decay?
2. At which wavelength \(\lambda_f\) does it grow fastest, and what is \(\lambda_f/\lambda_n\)?
3. What are the two wavelengths and the growth time for a silicon-germanium film on Si(001) with the data below, and how much surface diffusion can the answer to question 2 tolerate?

The data are rough typical values for chloride vapour epitaxy with about one fifth germanium: \(E=130\) GPa, \(\nu=0.28\), \(\gamma=8\) eV/nm², misfit \(f=0.8\,\%\), film thickness 10 nm, temperature 1200 K and atomic volume \(\Omega=0.020\) nm³. The exchange rate is \(R=10\) nm/s. This is the thickness that condenses per unit time on the balanced flat surface, where an equal thickness evaporates.

The algebra contains no \(\hbar\), electron charge or electron mass, so it holds unchanged in atomic units.

## A first estimate by scaling

A ripple lets the crests expand or contract sideways. The stress there changes by a fraction of the order of the slope \(ka\), so the elastic energy density changes by about \(\sigma_0^2ka/E\). This favours moving atoms from troughs to crests. Surface energy opposes the move: the curvature is about \(k^2a\), and its cost per volume of added material is \(\gamma k^2a\). The two balance at

\[
k_n\sim\frac{\sigma_0^2}{E\gamma},\qquad \lambda_n\sim\frac{2\pi E\gamma}{\sigma_0^2}.
\]

For the film, the equal biaxial strain is \((1-\nu)\sigma_0/E\) in each direction, so the flat energy density is

\[
w_0=2\cdot\tfrac12\,\sigma_0\,\frac{(1-\nu)\sigma_0}{E}=\frac{(1-\nu)\sigma_0^2}{E}.
\]

The stress has magnitude \(|\sigma_0|=Ef/(1-\nu)=130\times0.008/0.72=1.444\) GPa, and it is compressive. The energy density is then \(w_0=|\sigma_0|f=0.0721\) eV/nm³. Hence \(\sigma_0^2/E=0.0721/0.72=0.100\) eV/nm³, and the estimate gives \(k_n\sim0.100/8=0.0125\) nm⁻¹, or \(\lambda_n\sim500\) nm.

With local exchange, the surface velocity is proportional to the local energy imbalance. The growth rate therefore has the form \(c_1k-c_2k^2\), with positive constants that scaling does not fix. It vanishes at \(k=c_1/c_2\) and is largest where \(c_1-2c_2k=0\), at half that wavenumber. The estimate thus suggests \(\lambda_f/\lambda_n=2\) whatever the constants are, provided that the two powers of \(k\) are right. The exact linear solution must establish the powers and supply the constants.

## The exact linear solution

### Energy gained by adding material

Per unit length along \(y\), the energy is

\[
F=\gamma\int\sqrt{1+h'^2}\,dx+\int dx\int_{-\infty}^{h}w\,dz ,
\]

where \(w\) is the elastic energy density and a prime means \(\partial/\partial x\). The constant energy of the deep crystal is understood to be subtracted. Let the surface shift by \(\delta h\). Integration by parts over whole periods turns the first term into

\[
\gamma\int\frac{h'\,\delta h'}{\sqrt{1+h'^2}}\,dx=\gamma\int\kappa\,\delta h\,dx,\qquad
\kappa=-\frac{h''}{(1+h'^2)^{3/2}},
\]

so \(\kappa\) is positive on a crest.

The elastic term changes in two ways. New material adds \(\int w(x,h)\,\delta h\,dx\), and the old material readjusts, which adds \(\int\sigma_{ij}\,\delta\varepsilon_{ij}\,dV\). In mechanical equilibrium the second piece equals the work of the boundary tractions. It vanishes because the surface and the deep horizontal planes carry no traction, while the contributions of the two sides of a period cancel at fixed mean strain. Therefore

\[
\delta F=\int(\gamma\kappa+w)\,\delta h\,dx .
\]

Relative to the flat surface, an added atom costs \(\Delta\mu=\Omega(\gamma\kappa+w-w_0)\).

### Velocity of the surface

Condensation proceeds at the rate \(R\), fixed by the vapour. Evaporation proceeds at \(R\,e^{\Delta\mu/k_BT}\), since a more costly atom leaves more readily. The normal velocity is

\[
v=R\left(1-e^{\Delta\mu/k_BT}\right)\simeq-\Gamma(\gamma\kappa+w-w_0),\qquad \Gamma=\frac{R\,\Omega}{k_BT}.
\]

The expansion needs \(|\Delta\mu|\ll k_BT\). In the example even the whole elastic energy per atom, \(\Omega w_0\), is only \(0.014\,k_BT\), and a gentle ripple changes it by a small part. Since \(v=\dot h/\sqrt{1+h'^2}\), to first order in the slope \(v=\dot h\).

### Stress under the ripple

Let \(s_{ij}\) be the stress added by the ripple. Nothing depends on \(y\), and the strain along \(y\) is held by the substrate, so the added field is one of plane strain. The stress function \(\varphi\), with

\[
s_{xx}=\varphi_{zz},\qquad s_{zz}=\varphi_{xx},\qquad s_{xz}=-\varphi_{xz},
\]

satisfies force balance identically, and compatibility of the strains requires \(\nabla^4\varphi=0\). For a dependence \(\cos kx\) this reads \((d^2/dz^2-k^2)^2\varphi=0\). The solutions that decay downwards are

\[
\varphi=(A+Bz)\,e^{kz}\cos kx .
\]

The surface normal is proportional to \((-h',1)\). Zero traction means

\[
-h'(\sigma_0+s_{xx})+s_{xz}=0,\qquad -h's_{xz}+s_{zz}=0 .
\]

To first order, evaluated at \(z=0\), these become

\[
s_{xz}=\sigma_0h'=-\sigma_0ka\sin kx,\qquad s_{zz}=0 .
\]

From \(s_{zz}=-k^2(A+Bz)e^{kz}\cos kx\) follows \(A=0\). Then \(s_{xz}=kB(1+kz)e^{kz}\sin kx\), and the shear condition gives \(B=-\sigma_0a\). Finally \(s_{xx}=B(2k+k^2z)e^{kz}\cos kx\), so at the surface

\[
s_{xx}=-2\sigma_0ka\cos kx .
\]

The stress is relieved on crests and concentrated in troughs.

### Elastic energy at the surface

To first order, the energy density changes by the flat stress times the added strain, \(\delta w=\sigma_0(\delta\varepsilon_{xx}+\delta\varepsilon_{yy})\). Evaluating it at \(z=0\) instead of \(z=h\) makes no first-order difference, because \(w_0\) is uniform. The held strain \(\delta\varepsilon_{yy}=0\) and \(s_{zz}=0\) require \(s_{yy}=\nu s_{xx}\). Hence

\[
\delta\varepsilon_{xx}=\frac{s_{xx}-\nu s_{yy}}{E}=\frac{1-\nu^2}{E}\,s_{xx},\qquad
\delta w=-\frac{2(1-\nu^2)\sigma_0^2}{E}\,ka\cos kx .
\]

The stress enters squared, so tension and compression act alike at this order. This rests on a surface energy independent of strain: the neglected surface-stress correction is linear in \(\sigma_0\) and changes sign between tension and compression.

The film thickness does not appear. With equal moduli, the added field obeys the same equations in film and substrate and passes smoothly through the interface. It is driven by \(\sigma_0h'\) at the surface alone. This holds as long as the troughs stay inside the film.

### Growth rate and the two wavelengths

To first order \(\kappa=k^2a\cos kx\). Inserting \(\kappa\) and \(\delta w\) in the velocity gives \(\dot a=s(k)\,a\), with

\[
s(k)=\Gamma\left[\frac{2(1-\nu^2)\sigma_0^2}{E}k-\gamma k^2\right]=\Gamma\gamma\,(k_nk-k^2),\qquad
k_n=\frac{2(1-\nu^2)\sigma_0^2}{E\gamma}.
\]

The nonzero root \(k=k_n\) answers the first question:

\[
\lambda_n=\frac{2\pi}{k_n}=\frac{\pi E\gamma}{(1-\nu^2)\sigma_0^2}.
\]

Shorter ripples decay and longer ones grow. Completing the square,

\[
s(k)=\Gamma\gamma\left[\frac{k_n^2}{4}-\left(k-\frac{k_n}{2}\right)^2\right],
\]

shows a single maximum at \(k=k_n/2\). Therefore

\[
\lambda_f=2\lambda_n,\qquad s_{\max}=\frac{\Gamma\gamma k_n^2}{4}.
\]

In terms of \(q=\lambda/\lambda_n\), the rate is \(s/s_{\max}=4(1/q-1/q^2)\). It is 0.89 at both \(q=1.5\) and \(q=3\), and still 0.75 at \(q=4\). The maximum is broad, so a surface that starts with random roughness selects its wavelength only loosely until it has been amplified many times.

## A second case: adding surface diffusion

Let atoms also move along the surface, with diffusivity \(D\) per surface site and \(c\) sites per area. The current is \(-(Dc/k_BT)\,\partial_x\Delta\mu\), and its convergence raises the surface at the rate \((\Omega cD/k_BT)\,\partial_x^2\Delta\mu\). Here \(\Omega c=d\) is the height of one atomic layer. For a ripple, \(\partial_x^2\) gives \(-k^2\), while local exchange contributes \(-(R/k_BT)\Delta\mu\). The sum is

\[
s(k)=\Gamma\gamma\,(k_nk-k^2)(1+\ell^2k^2),\qquad \ell^2=\frac{Dd}{R}.
\]

The neutral wavelength is unchanged, since there the driving energy itself vanishes. The maximum moves to the root of \(ds/dk=0\):

\[
(k_n-2k)+\ell^2k^2(3k_n-4k)=0 .
\]

Both terms are positive for \(k<k_n/2\) and negative for \(k>3k_n/4\). The fastest wavelength therefore lies between \(\tfrac43\lambda_n\) and \(2\lambda_n\). The upper end belongs to pure exchange and the lower end to pure diffusion. For weak diffusion, put \(k=\tfrac12k_n(1+\epsilon)\). To lowest order the first term is \(-k_n\epsilon\) and the second is \(\ell^2k_n^3/4\), so \(\epsilon=\ell^2k_n^2/4\) and

\[
\frac{\lambda_f}{\lambda_n}\simeq2\left(1-\frac{\ell^2k_n^2}{4}\right).
\]

## Numbers for the film

Since \(\sigma_0^2/E=w_0/(1-\nu)\), the neutral wavenumber is

\[
k_n=\frac{2(1+\nu)w_0}{\gamma}=\frac{2.56\times0.0721}{8}=0.0231\ \text{nm}^{-1}.
\]

This gives \(\lambda_n=272\) nm (2720 Å) and \(\lambda_f=544\) nm (5440 Å). With \(k_BT=0.1034\) eV, the mobility is \(\Gamma=10\times0.020/0.1034=1.93\) nm⁴/(eV s). Then

\[
s_{\max}=\frac{1.93\times8\times(0.0231)^2}{4}=2.06\times10^{-3}\ \text{s}^{-1}.
\]

With exchange alone, the amplitude grows by a factor \(e\) in about 490 s and tenfold in about 1100 s. An amplitude of 10 nm, at which the troughs of a pure cosine reach the substrate, corresponds to a slope of only \(0.0115\times10\approx0.12\). The film thickness thus ends this stage, at the latest, before the slope becomes large. Starting from a roughness of 0.3 nm, it allows growth by a factor of at most about 33. If all wavelengths start with equal amplitude, those between about 380 and 980 nm then still have at least half the amplitude of the fastest one. The value 544 nm therefore marks the peak of a broad band, not a sharp period.

The assumed balance with the vapour is a severe demand on so thin a film. Growth by a factor of 33 takes about 1700 s, in which some 17 µm of material condenses and as much evaporates. A mismatch of only 0.006 % of \(R\) would change the mean film thickness by 1 nm in that time. The exchange must also preserve the composition of the alloy. The example thus shows the scales of length and time and is not a practical recipe.

For surface diffusion take \(d=0.14\) nm. A slow surface, with an assumed \(D=10^{-10}\) cm²/s \(=10^4\) nm²/s, has \(\ell=\sqrt{10^4\times0.14/10}=11.8\) nm. The weak-diffusion formula gives a ratio of 1.96, as does numerical maximization of the full rate. With \(D=10^{-8}\) cm²/s, \(\ell\) is 118 nm and the maximization gives 1.39, close to the diffusion limit. The fastest ripple then also grows sooner, by a factor \(e\) in about 120 s. The ratio falls to 1.9 at \(D\approx3\times10^{-10}\) cm²/s. The factor of two therefore requires a surface on which diffusion is strongly hindered, or a faster exchange with the vapour.

## Comparison of the estimate with the solution

| Quantity | Scaling | Linear solution |
|---|---|---|
| \(\lambda_n\) | 500 nm | 272 nm |
| \(\lambda_f\) | 1000 nm | 544 nm |
| \(\lambda_f/\lambda_n\) | 2 | 2 |

Scaling overestimates both wavelengths by the factor \(2(1-\nu^2)=1.84\). The 2 comes from the stress relief, which is twice the slope, and \(1-\nu^2\) from the strain held along \(y\). The ratio is unaffected because it depends on the powers of \(k\) alone. A uniform half-space has no length of its own, so the relative stress relief can depend only on \(ka\), which makes the elastic term linear in \(k\).

A film whose moduli differ from the substrate's does bring in a length, its thickness. I solved the elastic equations numerically in depth for a substrate 5 % stiffer than the 10 nm film, with the film stress held fixed. The neutral wavelength becomes 279 nm and the ratio 1.996.

## How the model sits beside a real film

The chosen misfit, temperature and exchange rate are meant to represent chloride epitaxy near the balance of etching and deposition; the diffusivities are assumptions that bracket a hindered and a mobile surface. The latter matter most, since they can move the ratio from nearly 2 to below 1.4. Other simplifications mainly shift the scale. Cubic elasticity with rough silicon constants (\(C_{11},C_{12},C_{44}=166,64,80\) GPa), a ripple along [100] and the same misfit gives \(\lambda_n=315\) nm by the same numerical method, 16 % above the isotropic value. A ripple along [110] gives 350 nm, so the direction matters too. If the surface energy varies with tilt \(\theta\) as \(\gamma(1+0.01\cos4\theta)\), the stiffness \(\gamma+\gamma''\) that replaces \(\gamma\) is 15 % smaller, and so is \(\lambda_n\). This sign makes the flat surface a maximum of the surface energy. With the opposite sign it is a minimum, as expected for a low-energy orientation, and both quantities are 15 % larger. A faceted surface has no such finite stiffness, and the linear law then fails. The model also leaves out composition changes in the alloy and dislocations. Interdiffusion with the substrate may not be small: for a diffusivity \(D_i\) of \(10^{-17}\) to \(10^{-16}\) cm²/s, the mixing length \(\sqrt{2D_it}\) reaches 2 to 6 nm in 1700 s, a large part of the film, and the stress is then no longer uniform. For 60° dislocations with Burgers vector \(b\approx0.38\) nm, balancing the misfit force against the usual logarithmic line tension gives a critical thickness

\[
h_c=\frac{b(1-\nu/4)}{4\pi(1+\nu)f}\left[\ln\frac{h_c}{b}+1\right]\approx12\ \text{nm}.
\]

This value is rough: other common choices of the core constant in the logarithm and of the moduli in the line tension move it between about 9 and 18 nm. The flat 10 nm film is thus close to the critical thickness, and the crests of a growing ripple can exceed it. The formula is for a flat film and does not decide whether dislocations then form. If they do, they could end the linear stage before the troughs reach the substrate. Stress relaxed in this way, as in a much thicker film, would lengthen both wavelengths.

Numbers in the example were calculated in double precision.
